# Why MNDO heats of formation need no added vibrational corrections: verification in Python

```python
"""
Result under test: an MNDO heat of formation,
    heat = E_mol - sum(E_atom) + sum(atomic heats at 298 K),
already stands for a 298 K enthalpy. Adding the net correction
    C = ZPE + [H(298)-H(0)]_molecule - (5/2) R T * (number of atoms)
counts it twice; a model refitted to heats lowered by C needs C added.
E_mol: MNDO energy at the potential minimum; ZPE: harmonic zero-point energy.
Integrals are in eV, coordinates in angstrom, heats in kcal/mol.
The MNDO parameters of H and C (including atomic heats) define the method.
"""
import math
import numpy as np
from scipy import constants as sc
from scipy.optimize import brentq, minimize, least_squares

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10
KCAL = sc.e * sc.N_A / 4184.0            # kcal/mol per eV
TEMP = 298.15
RT = sc.R * TEMP / 4184.0
AMU = sc.atomic_mass
MASS = {"H": (sc.m_p + sc.m_e) / AMU, "C": 12.0,
        "D": (sc.physical_constants["deuteron mass"][0] + sc.m_e) / AMU}

ELEMENTS = {
    "H": dict(core=1, n=1, zeta=1.331967, U=[-11.906276],
              beta=np.array([-6.989064]), alpha=2.544134,
              gss=12.848, heat=52.102, up=[1], down=[0]),
    "C": dict(core=4, n=2, zeta=1.787537,
              U=[-52.279745] + 3 * [-39.205558],
              beta=np.array([-18.985044] + 3 * [-7.934122]), alpha=2.546380,
              gss=12.23, gsp=11.47, gpp=11.08, gp2=9.84, hsp=2.43,
              heat=170.89, up=[1, 1, 1, 0], down=[1, 0, 0, 0]),
}


def prepare_element(el):
    """One-centre integrals, isolated-atom energy and multipole point charges."""
    size = len(el["U"])
    el["size"] = size
    g = np.zeros((size,) * 4)
    g[0, 0, 0, 0] = el["gss"]
    points, widths, weights = [], [], []

    def add(pairs, position, charge, width):
        w = np.zeros((size, size))
        for i, j in pairs:
            w[i, j] = charge
        points.append(position)
        widths.append(width)
        weights.append(w.ravel())

    add([(i, i) for i in range(size)], np.zeros(3), 1.0,
        HARTREE / (2 * el["gss"]))
    if size == 4:
        hpp = 0.5 * (el["gpp"] - el["gp2"])
        for a in (1, 2, 3):
            g[0, 0, a, a] = g[a, a, 0, 0] = el["gsp"]
            g[0, a, 0, a] = g[0, a, a, 0] = el["hsp"]
            g[a, 0, 0, a] = g[a, 0, a, 0] = el["hsp"]
            g[a, a, a, a] = el["gpp"]
            for b in (1, 2, 3):
                if b != a:
                    g[a, a, b, b] = el["gp2"]
                    g[a, b, a, b] = g[a, b, b, a] = hpp
        d1 = 5 / (2 * math.sqrt(3) * el["zeta"])
        d2 = math.sqrt(1.5) / el["zeta"]
        w1 = brentq(lambda r: HARTREE * (1 / (4 * r) - 1 / (4 * math.hypot(r, d1)))
                    - el["hsp"], 0.05, 10)
        w2 = brentq(lambda r: HARTREE * (1 / (8 * r) - 1 / (4 * math.hypot(r, d2))
                    + 1 / (8 * math.sqrt(r * r + 2 * d2 * d2))) - hpp, 0.05, 10)
        axes = np.eye(3)
        for a in range(3):
            for s in (1, -1):
                add([(0, a + 1), (a + 1, 0)], s * d1 * axes[a], s / 2, w1)
                add([(a + 1, a + 1)], 2 * s * d2 * axes[a], 0.25, w2)
            add([(a + 1, a + 1)], np.zeros(3), -0.5, w2)
            for b in range(a + 1, 3):
                for s in (1, -1):
                    for t in (1, -1):
                        add([(a + 1, b + 1), (b + 1, a + 1)],
                            d2 * (s * axes[a] + t * axes[b]), s * t / 4, w2)
    el["onecentre"] = g
    el["points"], el["widths"] = np.array(points), np.array(widths)
    el["weights"] = np.array(weights).T.copy()
    up, down = np.array(el["up"]), np.array(el["down"])
    coul, exch = np.einsum("iijj->ij", g), np.einsum("ijij->ij", g)
    tot = up + down
    el["atom_energy"] = (np.dot(el["U"], tot) + 0.5 * tot @ coul @ tot
                         - 0.5 * (up @ exch @ up + down @ exch @ down))
    n, z = el["n"], el["zeta"]
    el["norm"] = math.sqrt((2 * z) ** (2 * n + 1) / math.factorial(2 * n)
                           / (4 * math.pi))


for element in ELEMENTS.values():
    prepare_element(element)

LAG_T, LAG_W = np.polynomial.laguerre.laggauss(7)
ETA, LEG_W = np.polynomial.legendre.leggauss(14)
QUAD_W = LAG_W[:, None] * LEG_W[None, :]


def local_overlap(A, B, R):
    """Slater overlaps, B on the +z axis of A at R bohr (spheroidal quadrature)."""
    half = R / 2
    p, q = half * (A["zeta"] + B["zeta"]), half * (A["zeta"] - B["zeta"])
    xi = (1 + LAG_T / p)[:, None]
    w = (QUAD_W * np.exp(-p - q * ETA) * (xi * xi - ETA * ETA)
         * (2 * math.pi * half ** 3 / p * A["norm"] * B["norm"]))
    fa = half * (xi + ETA) if A["n"] == 2 else 1.0
    fb = half * (xi - ETA) if B["n"] == 2 else 1.0
    S = np.zeros((A["size"], B["size"]))
    S[0, 0] = np.sum(w * fa * fb)
    root3 = math.sqrt(3)
    if A["size"] == 4:
        za = root3 * half * (1 + xi * ETA)
        S[3, 0] = np.sum(w * za * fb)
    if B["size"] == 4:
        zb = root3 * half * (xi * ETA - 1)
        S[0, 3] = np.sum(w * fa * zb)
    if A["size"] == 4 and B["size"] == 4:
        S[3, 3] = np.sum(w * za * zb)
        S[1, 1] = S[2, 2] = np.sum(w * 1.5 * half ** 2
                                   * (xi * xi - 1) * (1 - ETA * ETA))
    return S


def pair_terms(a, b, vec):
    """Resonance block, two-electron block and core repulsion of an atom pair."""
    A, B = ELEMENTS[a], ELEMENTS[b]
    dist = math.sqrt(vec @ vec)
    R = dist / BOHR
    diff = A["points"][:, None, :] - B["points"][None, :, :]
    diff[:, :, 2] -= R
    soft = A["widths"][:, None] + B["widths"][None, :]
    kernel = HARTREE / np.sqrt((diff * diff).sum(axis=2) + soft * soft)
    G = A["weights"] @ kernel @ B["weights"].T
    core = (A["core"] * B["core"] * G[0, 0]
            * (1 + math.exp(-A["alpha"] * dist) + math.exp(-B["alpha"] * dist)))
    if A["size"] == 4 and B["size"] == 4:    # keeps rotational invariance
        value = 0.5 * (G[5, 5] - G[5, 10])
        G[6, 6] = G[6, 9] = G[9, 6] = G[9, 9] = value
    S = local_overlap(A, B, R)
    if A["size"] == 4 or B["size"] == 4:
        u = vec / dist
        sign = 1.0 if u[2] >= 0 else -1.0
        v = u.copy()
        v[2] += sign
        T = np.eye(4)
        T[1:, 1:] = -sign * (np.eye(3) - 2 * np.outer(v, v) / (v @ v))
        K = (T[:, None, :, None] * T[None, :, None, :]).reshape(16, 16)
        if A["size"] == 4:
            S, G = T.T @ S, K.T @ G
        if B["size"] == 4:
            S, G = S @ T, G @ K
    return 0.5 * (A["beta"][:, None] + B["beta"][None, :]) * S, G, core


def orbital_slices(atoms):
    ends = np.cumsum([ELEMENTS[a]["size"] for a in atoms])
    return [slice(e - ELEMENTS[a]["size"], e) for a, e in zip(atoms, ends)]


def scf(atoms, xyz, P=None):
    """Closed-shell MNDO energy (eV) and density matrix."""
    sl = orbital_slices(atoms)
    n = sl[-1].stop
    H, eri, core_energy = np.zeros((n, n)), np.zeros((n,) * 4), 0.0
    guess = np.zeros((n, n))
    for a, s in zip(atoms, sl):
        el = ELEMENTS[a]
        H[s, s] += np.diag(el["U"])
        eri[s, s, s, s] = el["onecentre"]
        guess[s, s] = np.eye(el["size"]) * el["core"] / el["size"]
    for i in range(len(atoms)):
        for j in range(i + 1, len(atoms)):
            A, B = ELEMENTS[atoms[i]], ELEMENTS[atoms[j]]
            si, sj, na, nb = sl[i], sl[j], A["size"], B["size"]
            h, G, core = pair_terms(atoms[i], atoms[j], xyz[j] - xyz[i])
            core_energy += core
            H[si, sj], H[sj, si] = h, h.T
            H[si, si] -= B["core"] * G[:, 0].reshape(na, na)
            H[sj, sj] -= A["core"] * G[0, :].reshape(nb, nb)
            block = G.reshape(na, na, nb, nb)
            eri[si, si, sj, sj] = block
            eri[sj, sj, si, si] = block.transpose(2, 3, 0, 1)
    two = (eri - 0.5 * eri.transpose(0, 2, 1, 3)).reshape(n * n, n * n)
    occupied = sum(ELEMENTS[a]["core"] for a in atoms) // 2
    P = guess if P is None else P
    for cycle in range(500):
        F = H + (two @ P.ravel()).reshape(n, n)
        C = np.linalg.eigh(F)[1][:, :occupied]
        new = 2 * C @ C.T
        change = np.abs(new - P).max()
        if change < 1e-9:
            P = new
            break
        keep = 0.2 if cycle < 100 else 0.6
        P = (1 - keep) * new + keep * P
    assert change < 1e-9, "SCF not converged"
    F = H + (two @ P.ravel()).reshape(n, n)
    return 0.5 * np.sum(P * (H + F)) + core_energy, P


def gradient(atoms, xyz, P, step=1e-4):
    """Energy gradient: pair terms differentiated at frozen density."""
    sl, grad = orbital_slices(atoms), np.zeros_like(xyz)
    for i in range(len(atoms)):
        for j in range(i + 1, len(atoms)):
            A, B = ELEMENTS[atoms[i]], ELEMENTS[atoms[j]]
            Pa, Pb, Pab = P[sl[i], sl[i]], P[sl[j], sl[j]], P[sl[i], sl[j]]
            exch = Pab[:, None, :, None] * Pab[None, :, None, :]
            D = np.outer(Pa, Pb) - 0.5 * exch.reshape(Pa.size, Pb.size)
            D[:, 0] -= B["core"] * Pa.ravel()
            D[0, :] -= A["core"] * Pb.ravel()
            for k in range(3):
                e = []
                for s in (step, -step):
                    vec = xyz[j] - xyz[i]
                    vec[k] += s
                    h, G, core = pair_terms(atoms[i], atoms[j], vec)
                    e.append(core + 2 * np.sum(Pab * h) + np.sum(D * G))
                slope = (e[0] - e[1]) / (2 * step)
                grad[j, k] += slope
                grad[i, k] -= slope
    return grad


def optimize(atoms, start):
    """BFGS in coordinates of 0.1 angstrom, which keeps the first step short."""
    memory, unit = {"P": None}, 0.1

    def target(y):
        xyz = unit * y.reshape(-1, 3)
        energy, memory["P"] = scf(atoms, xyz, memory["P"])
        return energy, unit * gradient(atoms, xyz, memory["P"]).ravel()

    best = minimize(target, start.ravel() / unit, jac=True, method="BFGS",
                    options=dict(gtol=2e-5 * unit, maxiter=100))
    xyz = unit * best.x.reshape(-1, 3)
    energy, P = scf(atoms, xyz)
    assert np.abs(gradient(atoms, xyz, P)).max() < 5e-4
    return xyz, energy, P


def hessian(atoms, xyz, P, step=0.005):
    rows = []
    for k in range(xyz.size):
        g = []
        for s in (step, -step):
            x = xyz.ravel().copy()
            x[k] += s
            x = x.reshape(-1, 3)
            g.append(gradient(atoms, x, scf(atoms, x, P)[1]).ravel())
        rows.append((g[0] - g[1]) / (2 * step))
    rows = np.array(rows)
    return 0.5 * (rows + rows.T)


def quantum(lam):
    """Vibrational quantum in kcal/mol from a curvature in eV/(A^2 u)."""
    omega = np.sqrt(np.abs(lam) * sc.e * 1e20 / AMU)
    return sc.hbar * omega * sc.N_A / 4184.0


WAVENUMBER = sc.h * sc.c * 100 * sc.N_A / 4184.0     # kcal/mol per cm^-1


def vibrations(hess, masses, linear):
    m = np.repeat(masses, 3)
    lam = np.linalg.eigvalsh(hess / np.sqrt(np.outer(m, m)))
    lam = lam[np.argsort(np.abs(lam))]
    drop = 5 if linear else 6
    assert np.all(lam[drop:] > 0), "not a minimum"
    assert quantum(lam[drop - 1]) < 30 * WAVENUMBER < 0.6 * quantum(lam[drop])
    return quantum(lam[drop:])


def bare_heat(atoms, energy):
    return (KCAL * (energy - sum(ELEMENTS[a]["atom_energy"] for a in atoms))
            + sum(ELEMENTS[a]["heat"] for a in atoms))


def methyl(z, offset):
    """Three hydrogens around the z axis at height z."""
    angles = [math.radians(offset + t) for t in (0, 120, 240)]
    return [[1.03 * math.cos(t), 1.03 * math.sin(t), z] for t in angles]


q = 1.10 / math.sqrt(3)
START = {
    "H2": ("HH", np.array([[0, 0, 0], [0, 0, 0.68]])),
    "CH4": ("CHHHH", np.array([[0, 0, 0], [q, q, q], [q, -q, -q],
                               [-q, q, -q], [-q, -q, q]])),
    "C2H2": ("CCHH", np.array([[0, 0, .6], [0, 0, -.6], [0, 0, 1.65],
                               [0, 0, -1.65]])),
    "C2H4": ("CCHHHH", np.array([[0, 0, .665], [0, 0, -.665], [0, .92, 1.235],
                                 [0, -.92, 1.235], [0, .92, -1.235],
                                 [0, -.92, -1.235]])),
    "C2H6": ("CCHHHHHH", np.array([[0, 0, .76], [0, 0, -.76]]
                                  + methyl(1.13, 0) + methyl(-1.13, 60))),
    "C3H4": ("CCCHHHH", np.array([[0, 0, 0], [0, 0, 1.46], [0, 0, 2.655],
                                  [0, 0, 3.705]] + methyl(-0.37, 0))),
}
# Rough measured heats, at most two figures; zero for H2 is a definition.
ROUGH = {"H2": 0, "CH4": -18, "C2H2": 54, "C2H4": 13, "C2H6": -20, "C3H4": 44}

# --- Tests of integrals and gradient ---
carbon, hydrogen = ELEMENTS["C"], ELEMENTS["H"]
near = local_overlap(carbon, carbon, 0.002)
assert np.allclose(near, np.eye(4), atol=3e-3)
far = 30.0
G_far = pair_terms("C", "H", np.array([0, 0, far]))[1]
moment = 4.5 / carbon["zeta"] ** 2 * HARTREE / (far / BOHR) ** 3
assert abs((G_far[15, 0] - G_far[5, 0]) / moment - 1) < 0.02
rng = np.random.default_rng(4)
bent = START["CH4"][1] + 0.05 * rng.standard_normal((5, 3))
g_bent = gradient("CHHHH", bent, scf("CHHHH", bent)[1])
for atom, axis in ((0, 1), (3, 2)):
    shift = np.zeros((5, 3))
    shift[atom, axis] = 1e-3
    slope = (scf("CHHHH", bent + shift)[0] - scf("CHHHH", bent - shift)[0]) / 2e-3
    assert abs(slope - g_bent[atom, axis]) < 1e-4

# --- MNDO results and harmonic thermochemistry ---
data = {}
for name, (atoms, start) in START.items():
    linear = name in ("H2", "C2H2")
    xyz, energy, P = optimize(atoms, start.astype(float))
    hess = hessian(atoms, xyz, P)
    quanta = vibrations(hess, [MASS[a] for a in atoms], linear)
    zpe = quanta.sum() / 2
    thermal = (np.sum(quanta / np.expm1(quanta / RT))
               + (3.5 if linear else 4.0) * RT)
    net = zpe + thermal - 2.5 * RT * len(atoms)
    data[name] = dict(atoms=atoms, xyz=xyz, energy=energy, P=P, hess=hess,
                      quanta=quanta, zpe=zpe, thermal=thermal, net=net,
                      bare=bare_heat(atoms, energy))

turn = np.linalg.qr(rng.standard_normal((3, 3)))[0]
ethene = data["C2H4"]
assert abs(scf(ethene["atoms"], ethene["xyz"] @ turn)[0] - ethene["energy"]) < 1e-7


# --- H2: closed formula against the general program ---
def h2_terms(dist):
    R = dist / BOHR
    x = hydrogen["zeta"] * R
    S = math.exp(-x) * (1 + x + x * x / 3)
    gamma = HARTREE / math.sqrt(R * R + (HARTREE / hydrogen["gss"]) ** 2)
    return np.array([2 * hydrogen["beta"][0] * S, hydrogen["gss"] / 2, -gamma / 2,
                     2 * gamma * math.exp(-hydrogen["alpha"] * dist)])


h2 = data["H2"]
r_h2 = np.linalg.norm(h2["xyz"][1] - h2["xyz"][0])
terms = h2_terms(r_h2)
h2_formula = KCAL * terms.sum() + 2 * hydrogen["heat"]
assert abs(h2_formula - h2["bare"]) < 1e-5
d = 0.003
curve = (h2_terms(r_h2 + d).sum() - 2 * terms.sum() + h2_terms(r_h2 - d).sum()) / d**2
assert abs(quantum(2 * curve / MASS["H"]) / h2["quanta"][0] - 1) < 1e-3

# --- Thermal formulas against explicit Boltzmann sums ---
soft_mode = data["C2H6"]["quanta"].min()
levels = soft_mode * np.arange(400)
boltz = np.exp(-levels / RT)
assert abs((levels * boltz).sum() / boltz.sum()
           - soft_mode / math.expm1(soft_mode / RT)) < 1e-8
ethyne = data["C2H2"]
m = np.array([MASS[a] for a in ethyne["atoms"]])
rel = ethyne["xyz"] - m @ ethyne["xyz"] / m.sum()
inertia = np.sum(m[:, None] * rel ** 2) * AMU * 1e-20
B_rot = sc.hbar ** 2 / (2 * inertia) * sc.N_A / 4184.0
J = np.arange(200)
rot = B_rot * J * (J + 1)
pop = (2 * J + 1) * np.exp(-rot / RT)
rot_sum = (rot * pop).sum() / pop.sum()
assert abs(rot_sum / RT - 1) < 0.01

# --- Does adding the correction help or harm? ---
names = list(data)
bare = np.array([data[k]["bare"] for k in names])
net = np.array([data[k]["net"] for k in names])
rough = np.array([ROUGH[k] for k in names])
mae_bare = np.abs(bare - rough).mean()
mae_net = np.abs(bare + net - rough).mean()
assert mae_bare < 5 and mae_net > 3 * mae_bare

# --- Linear fit: absorbed and unabsorbed parts with atom-count parameters ---
counts = np.array([[data[k]["atoms"].count(e) for e in "CH"] for k in names], float)
fit_direct = counts @ np.linalg.lstsq(counts, bare, rcond=None)[0]
fit_explicit = counts @ np.linalg.lstsq(counts, bare - net, rcond=None)[0] + net
U_svd = np.linalg.svd(counts, full_matrices=False)[0]
unabsorbed = net - U_svd @ (U_svd.T @ net)
assert np.allclose(fit_explicit - fit_direct, unabsorbed, atol=1e-8)


def rms(v):
    return math.sqrt(np.mean(np.square(v)))


assert rms(unabsorbed) < 0.3 * rms(net)

# --- Refit of MNDO parameters in the explicit convention, ethane held out ---
old_beta = {e: ELEMENTS[e]["beta"].copy() for e in "HC"}
old_alpha = carbon["alpha"]
ethane = data["C2H6"]


def set_scales(scale):
    """Scale beta(H s), beta(C s), beta(C p) and, if given, alpha(C)."""
    hydrogen["beta"] = old_beta["H"] * scale[0]
    carbon["beta"] = old_beta["C"] * np.array([scale[1]] + 3 * [scale[2]])
    carbon["alpha"] = old_alpha * (scale[3] if len(scale) > 3 else 1.0)


def current_heat(name):
    item = data[name]
    return bare_heat(item["atoms"], scf(item["atoms"], item["xyz"], item["P"])[0])


def refit(train, number):
    """Fit heat + C to the original MNDO heats; then predict ethane."""
    def misfit(scale):
        set_scales(scale)
        return np.array([current_heat(k) + data[k]["net"] - data[k]["bare"]
                         for k in train])

    best = least_squares(misfit, np.ones(number), diff_step=1e-4,
                         ftol=1e-7, xtol=1e-7, max_nfev=40)
    errors = misfit(best.x)
    set_scales(best.x)
    result = dict(errors=errors, electronic=current_heat("C2H6"),
                  beta=[hydrogen["beta"][0], *carbon["beta"][:2]],
                  alpha=carbon["alpha"])
    set_scales(np.ones(4))
    result["held"] = result["electronic"] + ethane["net"] - ethane["bare"]
    return result


small_set = ["H2", "CH4", "C2H2", "C2H4"]
full_set = small_set + ["C3H4"]
fit_small = refit(small_set, 3)       # no C-C single bond, resonance only
fit_beta = refit(full_set, 3)         # C-C single bond included, resonance only
fit_full = refit(full_set, 4)         # carbon repulsion adjusted as well
assert abs(current_heat("C2H6") - ethane["bare"]) < 1e-6
assert rms(fit_full["errors"]) < 0.25 * rms([data[k]["net"] for k in full_set])
assert abs(fit_full["held"]) < 0.25 * ethane["net"]

# --- Isotope exchange H2 + D2 -> 2 HD ---
zpe_iso = {pair: vibrations(h2["hess"], [MASS[x] for x in pair], True).sum() / 2
           for pair in ("HH", "HD", "DD")}
exchange = 2 * zpe_iso["HD"] - zpe_iso["HH"] - zpe_iso["DD"]
mu = {p: MASS[p[0]] * MASS[p[1]] / (MASS[p[0]] + MASS[p[1]]) for p in zpe_iso}
from_curve = {p: quantum(curve / mu[p]) / 2 for p in mu}
assert abs(exchange - (2 * from_curve["HD"] - from_curve["HH"]
                       - from_curve["DD"])) < 1e-3
assert exchange > 0.05

# --- Output ---
print(f"Temperature {TEMP:.2f} K; RT = {RT:.4f} kcal/mol; 5/2 RT = {2.5*RT:.4f} kcal/mol")
print(f"1 eV = {KCAL:.4f} kcal/mol")
print(f"MNDO atomic heats, kcal/mol: H {hydrogen['heat']:.3f}, C {carbon['heat']:.2f}")
print(f"MNDO atom energies, eV: H {hydrogen['atom_energy']:.4f}, "
      f"C {carbon['atom_energy']:.4f}")
print(f"H2 bond length {r_h2:.4f} A")
for label, value in zip(("2 beta S", "g/2", "-gamma/2", "2 gamma exp(-alpha R)"), terms):
    print(f"H2 term {label}: {value:.4f} eV")
print(f"H2 binding sum {terms.sum():.4f} eV = {KCAL*terms.sum():.2f} kcal/mol")
print(f"H2 heat from closed formula {h2_formula:.2f} kcal/mol")
print(f"H2 harmonic wavenumber {h2['quanta'][0]/WAVENUMBER:.0f} cm^-1")
print("Energies in kcal/mol; thermal = molecular H(298)-H(0); C3H4 = propyne")
print("molecule  bare heat    ZPE  thermal  atoms 5/2RT   net C")
for k in names:
    v = data[k]
    print(f"{k:8s} {v['bare']:9.2f} {v['zpe']:7.2f} {v['thermal']:7.2f} "
          f"{2.5*RT*len(v['atoms']):10.2f} {v['net']:9.2f}")
print("molecule  bare+net C  bare+ZPE+thermal  rough measured")
for k in names:
    v = data[k]
    print(f"{k:8s} {v['bare']+v['net']:10.2f} "
          f"{v['bare']+v['zpe']+v['thermal']:14.2f} {ROUGH[k]:14d}")
print(f"Mean abs. deviation from rough values, bare: {mae_bare:.1f} kcal/mol")
print(f"Mean abs. deviation from rough values, net C added: {mae_net:.1f} kcal/mol")
print(f"Atom-count fit: rms net C {rms(net):.2f} kcal/mol")
print(f"Atom-count fit: rms unabsorbed part {rms(unabsorbed):.2f} kcal/mol")
print("Unabsorbed parts, kcal/mol: "
      + ", ".join(f"{k} {u:.2f}" for k, u in zip(names, unabsorbed)))
print("Refits: rms training error, held-out C2H6 error (kcal/mol)")
for label, fit in (("3 beta, without propyne", fit_small),
                   ("3 beta, with propyne", fit_beta),
                   ("3 beta + alpha(C), with propyne", fit_full)):
    print(f"  {label}: {rms(fit['errors']):.2f}, {fit['held']:.2f}")
print(f"Original: beta H s {old_beta['H'][0]:.4f}, C s {old_beta['C'][0]:.4f}, "
      f"C p {old_beta['C'][1]:.4f} eV; alpha C {old_alpha:.4f} 1/A")
nb = fit_full["beta"]
print(f"Last refit: beta H s {nb[0]:.4f}, C s {nb[1]:.4f}, C p {nb[2]:.4f} eV; "
      f"alpha C {fit_full['alpha']:.4f} 1/A")
print("Last refit, training errors, kcal/mol: "
      + ", ".join(f"{k} {e:.2f}" for k, e in zip(full_set, fit_full["errors"])))
print(f"Last refit, C2H6 without C: {fit_full['electronic']:.2f} kcal/mol")
print(f"Last refit, C2H6 with C added: "
      f"{fit_full['electronic']+ethane['net']:.2f} kcal/mol")
print("Isotopic ZPE, kcal/mol: "
      + ", ".join(f"{k} {v:.3f}" for k, v in zpe_iso.items()))
print(f"H2 + D2 -> 2 HD, explicit ZPE change: {exchange:.3f} kcal/mol")
print(f"Rotational enthalpy of C2H2, level sum / RT: {rot_sum/RT:.4f}")
print("PASS")
```

Output:

```
Temperature 298.15 K; RT = 0.5925 kcal/mol; 5/2 RT = 1.4812 kcal/mol
1 eV = 23.0605 kcal/mol
MNDO atomic heats, kcal/mol: H 52.102, C 170.89
MNDO atom energies, eV: H -11.9063, C -120.5006
H2 bond length 0.6633 A
H2 term 2 beta S: -9.4735 eV
H2 term g/2: 6.4240 eV
H2 term -gamma/2: -5.5284 eV
H2 term 2 gamma exp(-alpha R): 4.0904 eV
H2 binding sum -4.4875 eV = -103.48 kcal/mol
H2 heat from closed formula 0.72 kcal/mol
H2 harmonic wavenumber 4293 cm^-1
Energies in kcal/mol; thermal = molecular H(298)-H(0); C3H4 = propyne
molecule  bare heat    ZPE  thermal  atoms 5/2RT   net C
H2            0.72    6.14    2.07       2.96      5.25
CH4         -11.96   29.31    2.39       7.41     24.29
C2H2         57.87   18.88    2.20       5.92     15.16
C2H4         15.38   33.51    2.50       8.89     27.13
C2H6        -19.75   48.71    2.86      11.85     39.72
C3H4         41.36   37.40    2.88      10.37     29.91
molecule  bare+net C  bare+ZPE+thermal  rough measured
H2             5.97           8.93              0
CH4           12.33          19.73            -18
C2H2          73.03          78.95             54
C2H4          42.51          51.39             13
C2H6          19.97          31.82            -20
C3H4          71.26          81.63             44
Mean abs. deviation from rough values, bare: 2.6 kcal/mol
Mean abs. deviation from rough values, net C added: 25.3 kcal/mol
Atom-count fit: rms net C 26.00 kcal/mol
Atom-count fit: rms unabsorbed part 2.38 kcal/mol
Unabsorbed parts, kcal/mol: H2 -5.02, CH4 0.45, C2H2 -1.72, C2H4 -0.02, C2H6 2.31, C3H4 -0.54
Refits: rms training error, held-out C2H6 error (kcal/mol)
  3 beta, without propyne: 0.06, -15.62
  3 beta, with propyne: 2.40, 2.19
  3 beta + alpha(C), with propyne: 1.14, 0.47
Original: beta H s -6.9891, C s -18.9850, C p -7.9341 eV; alpha C 2.5464 1/A
Last refit: beta H s -7.1795, C s -17.1815, C p -9.8516 eV; alpha C 2.4723 1/A
Last refit, training errors, kcal/mol: H2 -0.70, CH4 -0.60, C2H2 -1.19, C2H4 2.01, C3H4 -0.38
Last refit, C2H6 without C: -59.00 kcal/mol
Last refit, C2H6 with C added: -19.28 kcal/mol
Isotopic ZPE, kcal/mol: HH 6.137, HD 5.315, DD 4.341
H2 + D2 -> 2 HD, explicit ZPE change: 0.153 kcal/mol
Rotational enthalpy of C2H2, level sum / RT: 0.9981
PASS
```
